# Stretched Laguerre basis for anisotropic donors: convergence of silicon 1s and 2p

## One exponential in a stretched coordinate

An electron bound to a donor in one ellipsoidal conduction valley has a transverse mass $m_t$, a longitudinal mass $m_l$ along $z$, and an attraction screened by the static dielectric constant $\epsilon$. In atomic units, with energies measured from the valley minimum,

$$H=-\frac{\partial_X^2+\partial_Y^2}{2m_t}-\frac{\partial_Z^2}{2m_l}-\frac{1}{\epsilon R}.$$

Put $\mathbf R=a^*\mathbf r$ with $a^*=\epsilon/m_t$. The transverse kinetic prefactor becomes $1/(2m_ta^{*2})=m_t/(2\epsilon^2)\equiv Ry^*$, and the potential prefactor becomes $1/(\epsilon a^*)=m_t/\epsilon^2=2Ry^*$. Dividing by $Ry^*$ gives

$$H=-\partial_x^2-\partial_y^2-\gamma\,\partial_z^2-\frac2r,\qquad \gamma=\frac{m_t}{m_l}.$$

For $\gamma=1$ this is hydrogen, with levels $-1/n^2$. For $\gamma<1$ motion along $z$ is heavier and the ground state is flattened. A simple guess is an exponential that is spherical in the coordinates $(x,y,\zeta)$, where $z=s\zeta$. Let $u$ be the radius in these coordinates (written $r'$ in the numerical output) and $c=\zeta/u$. Then

$$-\gamma\partial_z^2=-\tau\partial_\zeta^2,\quad \tau=\frac{\gamma}{s^2},\qquad
r^2=u^2(1-c^2)+s^2u^2c^2=u^2(1-\kappa^2c^2),\quad \kappa^2=1-s^2 .$$

The constant Jacobian $s$ cancels from normalized expectation values. For a function of $u$ alone, each axis carries one third of $\langle|\nabla_u f|^2\rangle$. The kinetic form is therefore multiplied by $\bar t=(2+\tau)/3$. The angular average of the potential factor is

$$g=\int_0^1\frac{dc}{\sqrt{1-\kappa^2c^2}}=\frac{\arcsin\kappa}{\kappa}.$$

The spherical problem is $-\bar t\,\nabla_u^2-2g/u$. With $u=(\bar t/g)v$ both terms acquire the factor $g^2/\bar t$, leaving $-\nabla_v^2-2/v$. Its ground energy is $-1$, so

$$E_{l=0}=-\frac{g^2}{\bar t},\qquad f=e^{-gu/\bar t}.$$

This is the best energy from any spherical function of $u$, and by the variational principle it lies on or above the true ground energy.

Take rounded silicon values $m_t=0.19$, $m_l=0.92$ and $\epsilon=12$. Then $\gamma=0.2065$, $a^*=33.4$ Å and $Ry^*=0.017952$ eV. With $s=\gamma^{1/3}=0.5911$ we also have $\tau=\gamma^{1/3}$, so the anisotropy is shared between kinetic and potential terms. Here $\bar t=0.8637$, $\kappa=0.8066$ and $g=1.1634$, hence

$$E_{l=0}=-\frac{1.1634^2}{0.8637}=-1.567,\qquad 1.567\times0.017952\ \text{eV}=0.02813\ \text{eV}.$$

The same restriction gives a binding of 0.02441 eV for $s=1$ and 0.02733 eV for $s=\sqrt\gamma$. Relative to the converged binding found below, the three choices miss 0.19%, 13.4% and 3.0% respectively. The choice $\gamma^{1/3}$ is the best of these three; it has not been shown to be optimal among all $s$.

A strongly anisotropic limit shows where one exponential fails. As $\gamma\to0$ with $s=\gamma^{1/3}$, $g\to\pi/2$ and $\bar t\to2/3$, so $E_{l=0}\to-3\pi^2/8=-3.70$. The true limit is $-4$. Indeed, dropping the nonnegative $z$ kinetic energy and using $1/r\le1/\rho$, where $\rho^2=x^2+y^2$, bounds $H$ below by the planar problem. The planar function $e^{-2\rho}$ has $-\nabla^2e^{-2\rho}=(-4+2/\rho)e^{-2\rho}$ and hence energy $-4$. Multiplying it by a $z$ profile of width $\gamma^{1/4}$ costs kinetic energy of order $\sqrt\gamma$. The attraction is also weakened, because $1/r<1/\rho$ off the plane. At height $z$ the loss is proportional to $\int_0^\infty e^{-4\rho}\left(1-\rho/\sqrt{\rho^2+z^2}\right)d\rho\le|z|$, so it is at most of order $\gamma^{1/4}$. Both costs vanish, and the bound is approached. The missing 7.5% must come from higher $l$.

## Angular coupling and symmetry blocks

Write $\psi=\sum_l R_l(u)Y_{lm}$. The kinetic form is

$$\langle\psi|T|\psi\rangle=\int\left(|\nabla_u\psi|^2-(1-\tau)|\partial_\zeta\psi|^2\right)d^3u .$$

To evaluate the second term we need $\cos\theta\,Y_{lm}$. The Legendre recurrence, with $m\ge0$, is

$$(2l+1)cP_l^m=(l-m+1)P_{l+1}^m+(l+m)P_{l-1}^m.$$

The squared normalization of $P_l^m$ is proportional to $(2l+1)(l-m)!/(l+m)!$. Inserting it gives

$$cY_{lm}=A_{l+1}Y_{l+1,m}+A_lY_{l-1,m},\qquad
A_l=\sqrt{\frac{l^2-m^2}{4l^2-1}} .$$

Now apply the angular Laplacian $\Lambda$, for which $\Lambda Y_{lm}=-l(l+1)Y_{lm}$, to this product:

$$\Lambda(cY_{lm})=-[l(l+1)+2]\,cY_{lm}-2\sin\theta\,\partial_\theta Y_{lm}.$$

On the left, the two components have eigenvalues $-(l+1)(l+2)$ and $-l(l-1)$. Comparing components yields

$$\sin\theta\,\partial_\theta Y_{lm}=lA_{l+1}Y_{l+1,m}-(l+1)A_lY_{l-1,m}.$$

Since $\partial_\zeta=\cos\theta\,\partial_u-(\sin\theta/u)\partial_\theta$,

$$\partial_\zeta(RY_{lm})=D_l^{+}Y_{l+1,m}+D_l^{-}Y_{l-1,m},$$
$$D_l^+=A_{l+1}\left(\frac{dR}{du}-\frac{lR}{u}\right),\qquad
D_l^-=A_l\left(\frac{dR}{du}+\frac{(l+1)R}{u}\right).$$

Two such derivatives overlap when their target harmonics agree, so the kinetic term couples $l$ to $l$ and $l\pm2$. The potential couples through

$$G_{ll'}=\left\langle Y_{lm}\left|\frac{1}{\sqrt{1-\kappa^2c^2}}\right|Y_{l'm}\right\rangle .$$

It is even in $c$, so it connects equal parities $\pi=(-1)^l$, but $l$ and $l'$ may differ by any even number. It does not depend on azimuth, so $m$ is conserved. The matrices depend on $m^2$; the pair $\pm m$ is degenerate. The wanted states are the lowest roots of three blocks:

- 1s: even $l$, $m=0$.
- 2p$_0$: odd $l$, $m=0$.
- 2p$_\pm$: odd $l$, $|m|=1$.

The atomic labels refer to the hydrogen levels reached at $\gamma=1$; $l$ itself is not conserved when $\gamma\ne1$.

This separation was tested against direct three-dimensional quadrature with nine functions written in Cartesian form. The largest difference in any element was $8.6\times10^{-9}\,Ry^*$, and the largest element between blocks was $4.4\times10^{-14}\,Ry^*$.

## The 2p levels with one angular component

The smallest odd bases can also be solved by hand. A Fourier transform preserves the angular function $Y_{lm}$. Within one $l$, therefore, $\langle k_\zeta^2\rangle=\langle k^2\rangle\langle c^2\rangle$, and the kinetic factor is $\bar t=1-(1-\tau)\langle c^2\rangle$. The average $\langle c^2\rangle$ is $3/5$ for $Y_{10}$ and $1/5$ for $Y_{1,\pm1}$. The rescaling used for 1s now leads to the $n=2$ hydrogen level:

$$E_{l=1}=-\frac{G_{11}^2}{4\bar t}.$$

Let $I_0=\arcsin\kappa/\kappa$. Substituting $c=\sin\phi/\kappa$ gives

$$I_2=\int_0^1\frac{c^2dc}{\sqrt{1-\kappa^2c^2}}
=\frac{\arcsin\kappa-\kappa s}{2\kappa^3}=\frac{I_0-s}{2\kappa^2}=0.4398 .$$

The angular densities are proportional to $c^2$ and $1-c^2$, so $G_{11}=3I_2=1.3194$ for $m=0$ and $G_{11}=\tfrac32(I_0-I_2)=1.0854$ for $|m|=1$. The kinetic factors are $0.7547$ and $0.9182$. The energies are $-0.5767$ and $-0.3207\,Ry^*$, or bindings of 0.01035 and 0.00576 eV. They reproduce the first row of the angular convergence table in the numerical output.

The splitting has a direct reading. The 2p$_0$ state has its lobes along the heavy axis; the 2p$_\pm$ states lie mainly in the light-mass plane. For the same radial function of $u$, 2p$_0$ therefore has the smaller kinetic factor, 0.7547 against 0.9182, and it also has the larger potential factor, 1.3194 against 1.0854. At this stretch both differences favour 2p$_0$. How the advantage is divided between them depends on $s$: for $s=\sqrt\gamma$ ($\tau=1$) both kinetic factors equal 1, and for $s=1$ ($\kappa=0$) both potential factors equal 1. Only the converged ordering of the levels is independent of $s$. Once each function takes its best size, 2p$_0$ is more tightly bound and its actual kinetic energy is the larger one, since $\langle T\rangle=-E$ for a Coulomb problem.

## Radial functions and the behaviour at the nucleus

Let $x=2\alpha u$ and use

$$R_k=N_kx^qe^{-x/2}L_k^{(2q+2)}(x),\qquad
N_k^2=(2\alpha)^3\frac{k!}{\Gamma(k+2q+3)} .$$

Because $u^2du=x^2dx/(2\alpha)^3$, the norm integral has the Laguerre weight $x^{2q+2}e^{-x}$, and the functions are orthonormal. If $D$ is the highest power multiplying the exponential, then $k=0,\ldots,D-q$.

The hydrogenic choice is $q=l$. It omits powers that the anisotropic solution contains. To see this most simply, choose $s=\sqrt\gamma$, so that $\tau=1$ and all anisotropy is in the potential. The $l=2$ equation of the 1s block is

$$-R_2''-\frac{2R_2'}u+\frac{6R_2}{u^2}
=\frac2u\sum_{l'}G_{2l'}R_{l'}+ER_2 ,$$

where primes on $R$ denote derivatives. Near the origin the largest source is $2G_{20}R_0(0)/u$. Try $R_2=bu$. The left side is $(-2b+6b)/u=4b/u$, so

$$R_2\simeq\tfrac12G_{20}R_0(0)\,u .$$

The $l=2$ component starts linearly, not quadratically. A linear change of stretch keeps a first-degree function first-degree, so linear terms with $l\ge2$ appear for other $s$ as well. Their coefficients depend on $s$, and a single one can vanish at a special stretch, but in general the linear power must be allowed. In the odd blocks, if $R_1\simeq pu$, the $l=3$ source tends to $2G_{31}p$. Trying $du^2$ gives $(-2-4+12)d=6d$, hence $d=G_{31}p/3$: a quadratic start where the hydrogenic basis begins with $u^3$.

We therefore use $q=0$ for $l=0$ and $q=1$ for $l\ge1$. With $s=\sqrt\gamma$, the predicted limit of $R_2/(uR_0)$ for the 1s state is 0.1339; the large-basis function gives 0.1258 at $u=0.05\,a^*$, 6% lower. Corrections are expected at finite radius. A constant source $C$ in the next order produces $-(C/5)u^2\ln u$, because $R''+2R'/u-6R/u^2$ applied to $u^2\ln u$ equals 5. Unless $C$ vanishes, this logarithm also means that the component is not a power series at the origin. A rapid initial fall of the error with $D$ should not be extrapolated as a proven geometric law.

At maximum $l=10$ and $D=12$, the $q=l$ basis gives a 1s binding of 0.028184526 eV, and the relaxed basis 0.028185038 eV. The gain is $5.1\times10^{-7}$ eV. The relaxed space contains the other one and has more functions, so this compares equal cutoffs, not equal matrix sizes.

## Assembly and choice of exponent

For basis functions $a=(l,k)$ and $b=(l',k')$, the matrices are

$$T_{ab}=\delta_{ll'}\int\left(R_a'R_b'+\frac{l(l+1)}{u^2}R_aR_b\right)u^2du
-(1-\tau)\sum_\lambda\int D_a^{\lambda}D_b^{\lambda}u^2du,$$
$$V_{ab}=-2G_{ll'}\int R_aR_b\,u\,du ,$$

where $\lambda$ labels the target harmonic, $l\pm1$ and $l'\pm1$. Every radial integrand is a polynomial times $e^{-x}$, of degree at most $2D+2$. Gauss–Laguerre quadrature with 32 nodes integrates degree 63, which covers $D=24$ apart from rounding.

Compute $T$ and $V$ at $\alpha=1$. Lengths then scale as $1/\alpha$, giving

$$H(\alpha)=\alpha^2T+\alpha V .$$

The calculation for each block is:

1. Build a basis with $D=8$ and maximum $l=8$ (even) or $9$ (odd).
2. Minimize the lowest root of $H(\alpha)$ with respect to $\alpha$.
3. Freeze $s$ and $\alpha$, then raise the angular and radial cutoffs separately.
4. Diagonalize and compare successive lowest roots.

Freezing the parameters makes each smaller basis a subspace of the next. The minimum of $\langle H\rangle$ over a larger space cannot be higher, so the energy falls or stays constant. Because each target is the lowest state of its own block, no tracking of excited roots is needed.

For a normalized eigenvector $\mathbf c$, the change of $\mathbf c$ does not contribute to $dE/d\alpha$ at first order, since $E$ is stationary under it. Thus

$$\frac{dE}{d\alpha}=2\alpha\,\mathbf c^TT\mathbf c+\mathbf c^TV\mathbf c .$$

Setting this to zero and multiplying by $\alpha$ gives $2\langle T\rangle+\langle V\rangle=0$, or $\langle T\rangle=-E$. This virial condition is necessary for an exact state but does not prove convergence: the single optimized exponential of the first section satisfies it too. In the largest bases, where $\alpha$ is not reoptimized, the ratio $\langle T\rangle/|E|$ is 1.00000000 for all three levels.

The optimized 1s exponent is $2.295/a^*$. The true transverse tail, from $-\partial_\rho^2\psi\simeq E\psi$, decays at the rate $\sqrt{1.570}/a^*=1.253/a^*$. With many polynomials available, $\alpha$ is a scale of the basis and not the decay rate of the state.

## Reading the convergence

The table gives the binding still missing, relative to the largest basis, in eV. Angular rows use $D=24$; radial rows use maximum $l=20$ or 21.

| Cutoff | 1s | 2p$_0$ | 2p$_\pm$ |
|---|---:|---:|---:|
| $l\le0/1$ | $5.4\times10^{-5}$ | $2.3\times10^{-5}$ | $9.5\times10^{-6}$ |
| $l\le2/3$ | $4.1\times10^{-6}$ | $2.3\times10^{-6}$ | $6.1\times10^{-7}$ |
| $l\le4/5$ | $2.7\times10^{-8}$ | $3.7\times10^{-8}$ | $1.2\times10^{-8}$ |
| $D=2$ | $1.8\times10^{-4}$ | $1.1\times10^{-4}$ | $5.7\times10^{-5}$ |
| $D=4$ | $2.4\times10^{-6}$ | $5.6\times10^{-7}$ | $2.4\times10^{-7}$ |

For 1s the first angular enlargement reduces the error by a factor of about 13, the next by about 150. The reduction is not uniform, so a geometric extrapolation from these rows would be unjustified. The $D=2$ row holds another warning: despite its many angular components, it binds 1s by 0.02800 eV, less than the 0.02813 eV of one well-scaled exponential. Its exponent was chosen for a larger basis. The radial table measures convergence at fixed $\alpha$, not the best performance of each small basis.

From maximum $l=12/13$ to $20/21$, and from $D=16$ to 24, no level changes in the printed nine decimals of an eV. Small steps alone are not a rigorous error bound, so other calculations are needed. Repeating the work with $s=\sqrt\gamma$ redistributes the anisotropy between $T$ and $V$; the levels agree to the eight printed decimals. For $\gamma=1$, a deliberately wrong stretch $s=0.7$ still returns $-1$, $-1/4$ and $-1/4$.

A different basis gives a further check: Gaussians $e^{-a\rho^2-bz^2}$, multiplied by 1, $z$ or $x$, in unstretched coordinates. For a product with summed exponents $p$ and $q_z$, use $1/r=(2/\sqrt\pi)\int_0^\infty e^{-w^2r^2}dw$. The spatial integral gives

$$J=2\pi\int_0^\infty\frac{dw}{(p+w^2)\sqrt{q_z+w^2}}
=2\pi\int_0^1\frac{dt}{p(1-t^2)+q_zt^2},$$

where $t=w/\sqrt{q_z+w^2}$. The factors $z^2$ and $x^2$ follow from $-\partial_{q_z}J$ and $-\tfrac12\partial_pJ$. The Gaussian bindings are lower by $9\times10^{-8}$ eV for 1s and $4\times10^{-8}$ eV for each 2p level. Both methods bound the binding from below, so the Laguerre values are the tighter ones.

| Level | Binding ($Ry^*$) | Binding (eV) | Binding (meV) |
|---|---:|---:|---:|
| 1s | 1.5700 | 0.0282 | 28.2 |
| 2p$_0$ | 0.5780 | 0.0104 | 10.4 |
| 2p$_\pm$ | 0.3213 | 0.0058 | 5.8 |

## What the converged digits do not settle

The uncertainty of the input is far larger than the basis error. At fixed masses the binding varies as $\epsilon^{-2}$. The rounded value 12 lies above the static constant of silicon, which is about 11.7 at room temperature and about 11.4 at the low temperatures where donor spectra are measured. Replacing 12 by 11.4 raises every binding by the factor $(12/11.4)^2=1.108$, to 31.2, 11.5 and 6.4 meV, so the tabulated energies in eV and meV are about 10% too small for low-temperature silicon. The reduced energies in $Ry^*$ do not change.

The Hamiltonian also omits the short-range potential of the impurity, coupling between valleys, nonparabolic bands and wave-vector-dependent screening. Silicon has six equivalent valleys, so this model gives six degenerate 1s orbitals before spin is counted. Intervalley coupling can split them, and the single 1s value here is not the ground level of a particular donor. To first order, a contact correction within one valley is proportional to $|\psi(0)|^2$. It shifts 1s but vanishes for the odd 2p envelopes, so the 2p values are less exposed to this particular omission.

## Values computed for the example and the checks

```
m_t = 0.19, m_l = 0.92 electron masses; eps = 12.0
gamma = 0.206522; main stretch = 0.591092
effective Bohr radius = 33.4217 angstrom
effective Rydberg = 0.01795196 eV
3D matrix check: max error 8.6e-09 Ry*
largest element between blocks 4.4e-14 Ry*
gamma=1 test 1s: E = -1.00000000 Ry*
gamma=1 test 2p0: E = -0.25000000 Ry*
gamma=1 test 2p+-: E = -0.25000000 Ry*
alpha (1/a*), 1s 2p0 2p+-: 2.29545 1.19855 0.80510
binding in eV by lmax even/odd, degree 24: 1s 2p0 2p+-
   0/1 0.028131356 0.010353036 0.005757713
   2/3 0.028180909 0.010373551 0.005766619
   4/5 0.028185011 0.010375803 0.005767215
   6/7 0.028185036 0.010375839 0.005767227
   8/9 0.028185038 0.010375840 0.005767227
 12/13 0.028185038 0.010375840 0.005767227
 20/21 0.028185038 0.010375840 0.005767227
binding in eV by degree, lmax 20/21: 1s 2p0 2p+-
     2 0.028002206 0.010264487 0.005710057
     4 0.028182685 0.010375278 0.005766989
     6 0.028185013 0.010375838 0.005767227
     8 0.028185037 0.010375840 0.005767227
    12 0.028185038 0.010375840 0.005767227
    16 0.028185038 0.010375840 0.005767227
    24 0.028185038 0.010375840 0.005767227
1s: binding 0.02818504 eV = 1.5700260 Ry*
  block size 265; <T>/|E| = 1.00000000
  sqrt(gamma) stretch 0.02818504 eV
  Gaussian reference 0.02818495 eV
2p0: binding 0.01037584 eV = 0.5779783 Ry*
  block size 264; <T>/|E| = 1.00000000
  sqrt(gamma) stretch 0.01037584 eV
  Gaussian reference 0.01037580 eV
2p+-: binding 0.00576723 eV = 0.3212590 Ry*
  block size 264; <T>/|E| = 1.00000000
  sqrt(gamma) stretch 0.00576723 eV
  Gaussian reference 0.00576719 eV
1s, l=0 only, stretch 1.00000: 0.02440759 eV
1s, l=0 only, stretch 0.45445: 0.02732801 eV
1s, l=0 only, stretch 0.59109: 0.02813136 eV
l=2 onset: predicted 0.13389, at r'=0.05 a* 0.12576
1s, lmax 10, degree 12, r^l start: 0.028184526 eV
1s, same cutoffs, relaxed start: 0.028185038 eV
```
